Dephasing of a Breit-Wigner level by a Büttiker voltage probe, part 1

(Sections cited here and not found follow in the second part.)

## First half: the level, the probe and the total transmission

### 1. A symmetric level with a strong probe

Take one electronic level between a left contact L and a right contact R. An electron on the level escapes to either side at the same rate γ/ħ. Without any other exit, the transmission at resonance is 1 and the resonance has full width 2γ at half its height.

Now give the level a third exit, a probe φ, with escape rate 2γ/ħ. The total escape rate is doubled to 4γ/ħ. Part 5 derives the probability of passing from one lead to a different one at resonance: it is four times the product of the two widths, divided by the square of the total width. For an electron arriving from L this gives

to R: 4·γ·γ/(4γ)² = 1/4,

to φ: 4·γ·2γ/(4γ)² = 1/2.

The remaining 1/4 is reflected. The probe may keep no net charge, so it must send back what it receives. By symmetry half of the returned electrons finally leave on each side. The total probability of reaching R is therefore

1/4 + (1/2)·(1/2) = 1/2.

The peak has fallen from 1 to 1/2, while the width has risen from 2γ to 4γ. Height times width is unchanged, and so is the area if the line keeps its shape. The task is to prove this for unequal contacts and any probe strength, and to find its conditions.

### 2. Conventions

The electrons do not interact, there is no magnetic field, and the two spins behave alike. The level energy is E0 and ε = E − E0. The three leads have widths Γ_L, Γ_R and Γ_φ, each equal to ħ times an escape rate. They do not depend on energy over the range that matters. Two sums occur throughout:

Γ0 = Γ_L + Γ_R,

Γ = Γ0 + Γ_φ.

T_ij is the probability that an electron arriving in lead j leaves in a different lead i. All transmissions are for one spin. The charge e is positive, and I_i is e times the net number of electrons entering the device from lead i per second.

A lead with one channel delivers electrons at a rate fixed by its occupation f. In a range dk there are dk/2π states per unit length, moving at velocity (1/ħ)dE/dk. Their product is dE/(2πħ) = dE/h. Counting both spins, and subtracting what arrives from the other leads,

I_i = (2e/h) ∫ Σ_(j≠i) T_ij (f_i − f_j) dE.

This form uses T_ij = T_ji, which the explicit result below satisfies.

### 3. Waves on three leads

Let each lead be a chain of sites n = 1, 2, 3, … with hopping energy −t between neighbours. The first site of chain i is joined to the level by a hopping −v_i. On the chain,

E ψ_n = −t ψ_(n−1) − t ψ_(n+1).

A wave exp(±ikn) solves this with E = −2t cos k. For 0 < k < π the velocity (2t/ħ) sin k is positive, so exp(ikn) runs away from the level and exp(−ikn) runs towards it. For an electron arriving in lead j with unit amplitude, the wave in lead i is

ψ_n^(i) = δ_ij exp(−ikn) + s_ij exp(ikn).

The true equation at the first site contains the level amplitude c_j:

E ψ_1^(i) = −v_i c_j − t ψ_2^(i).

The same wave formula, continued to n = 0, obeys the ordinary chain equation E ψ_1 = −t ψ_0 − t ψ_2. Comparison of the two gives t ψ_0^(i) = v_i c_j, or

s_ij = v_i c_j/t − δ_ij.

The equation on the level is

(E − E0) c_j = −Σ_i v_i [δ_ij exp(−ik) + s_ij exp(ik)].

Insert s_ij. The terms with δ_ij combine to

−v_j [exp(−ik) − exp(ik)] = 2i v_j sin k,

and the others give −c_j exp(ik) Σ_i v_i²/t. Moving these to the left side,

[E − E0 + exp(ik) Σ_i v_i²/t] c_j = 2i v_j sin k.

Let the level lie near the middle of a band much wider than the resonance. Then k ≈ π/2, sin k ≈ 1 and exp(ik) ≈ i. Define

Γ_i = 2v_i²/t.

The sum Σ_i v_i²/t is then Γ/2, and

c_j = 2i v_j/(ε + iΓ/2).

Since 2v_i v_j/t = √(Γ_iΓ_j), the scattering amplitudes are

s_ij = −[δ_ij − i√(Γ_iΓ_j)/(ε + iΓ/2)].

The overall sign depends on where the phase of the waves is measured and drops out of every probability. The neglected real part of exp(ik)Σ_i v_i²/t is (Γ/2)cos k = −ΓE/(4t), with E measured from the band centre. It is small compared with Γ when |E| ≪ t.

### 4. What the widths mean

The definition of Γ_i must agree with an escape rate. The outgoing amplitude in an unfed lead is v_i c/t, and near the band centre the velocity is 2t/ħ. The outgoing flux is therefore

(v_i²/t²)|c|²(2t/ħ) = (2v_i²/t)|c|²/ħ = (Γ_i/ħ)|c|².

This is the escape rate into lead i times the probability of being on the level. The widths add because the fluxes into different leads add. The probe strength thus defines a lifetime ħ/Γ_φ against escape into the probe.

### 5. Probabilities and conservation

The velocities in the three leads are equal, so probabilities are squared amplitudes. With

D = ε² + Γ²/4,

the probability for two different leads is

T_ij = Γ_iΓ_j/D, i ≠ j.

At ε = 0 this is 4Γ_iΓ_j/Γ², the rule used in part 1. The reflection probability is

R_j = |−1 + iΓ_j/(ε + iΓ/2)|² = [ε² + (Γ/2 − Γ_j)²]/D.

The probabilities of going elsewhere add to Γ_j(Γ − Γ_j)/D. Adding the two numerators,

ε² + Γ²/4 − ΓΓ_j + Γ_j² + ΓΓ_j − Γ_j² = D,

so the total is 1. No electron is lost in the three-lead problem. An observer who sees only L and R does find a loss, and the probe condition repairs it.

### 6. Eliminating the probe

First require that the probe current vanish separately at each energy:

T_φL(f_φ − f_L) + T_φR(f_φ − f_R) = 0.

Both probabilities contain the factor Γ_φ/D. After dividing by it,

Γ_L(f_φ − f_L) + Γ_R(f_φ − f_R) = 0,

f_φ = (Γ_L f_L + Γ_R f_R)/Γ0.

This is a weighted mean of two occupations, hence an allowed occupation. It follows that

f_L − f_φ = (Γ_R/Γ0)(f_L − f_R).

The integrand of the left current contains

T_LR(f_L − f_R) + T_Lφ(f_L − f_φ) = T_tot(f_L − f_R),

which defines the total transmission. Inserting the probabilities,

T_tot = Γ_LΓ_R/D + (Γ_LΓ_φ/D)(Γ_R/Γ0)

= (Γ_LΓ_R/D)(1 + Γ_φ/Γ0)

= (Γ_LΓ_R/D)(Γ/Γ0).

Writing out D,

T_tot = (Γ_LΓ_R/Γ0) · Γ/(ε² + Γ²/4).

The same elimination, before the special form of the probabilities is used, gives

T_tot = T_LR + T_Lφ T_φR/(T_Lφ + T_φR).

This general form will serve for a layered device, where the absorption is known but the line shape is not assumed.

### 7. Direct and returned electrons

The second term can also be found by counting visits to the probe. An electron sent out by the probe reaches R with probability T_Rφ and returns to the probe with probability R_φ. If it returns, it is sent out again without memory of its phase. The chance of finally reaching R before L is

T_Rφ(1 + R_φ + R_φ² + …) = T_Rφ/(1 − R_φ) = T_Rφ/(T_Lφ + T_Rφ).

The last step uses conservation. Multiplication by the chance T_φL of entering the probe reproduces the second term.

This is the sense in which the probe represents dephasing. A wave entering it is replaced by an independent electron, so the direct and returned parts are added as probabilities and do not interfere. The direct share of the transmission is

T_LR/T_tot = Γ0/Γ,

at every energy. As Γ_φ tends to zero this tends to 1 and the coherent Breit-Wigner line is recovered. When Γ_φ is much larger than Γ0, almost every transmitted electron has visited the probe.

### 8. Peak, width and crossing

The maximum lies at ε = 0:

T_tot(0) = (Γ_LΓ_R/Γ0)(4/Γ) = 4Γ_LΓ_R/(Γ0Γ).

Without the probe the maximum is 4Γ_LΓ_R/Γ0². The probe therefore multiplies the peak by Γ0/Γ. Half the maximum is reached when

ε² + Γ²/4 = Γ²/2, or ε = ±Γ/2,

so the full width at half maximum is Γ. It has grown by the inverse factor Γ/Γ0.

Dephasing does not lower the transmission at every energy. The old and new curves cross where

Γ/(ε² + Γ²/4) = Γ0/(ε² + Γ0²/4).

Cross-multiplication gives

ε²(Γ − Γ0) = (ΓΓ0/4)(Γ − Γ0).

For Γ_φ > 0 the factor Γ − Γ0 may be cancelled:

|ε| = √(ΓΓ0)/2.

Nearer the resonance transmission is reduced, and farther away it is increased. In the far wings T_tot ≈ Γ_LΓ_RΓ/(Γ0ε²), which is larger than the coherent wing by Γ/Γ0. The shorter lifetime spreads the level over more energies, and the returned electrons turn this spread into extra transmission.

### 9. The area and its origin

The needed integral is

∫ dε/(ε² + a²) = [arctan(ε/a)/a] from −∞ to ∞ = π/a.

With a = Γ/2 it equals 2π/Γ. Hence

∫ T_tot dE = (Γ_LΓ_R/Γ0) · Γ · (2π/Γ) = 2πΓ_LΓ_R/Γ0.

The probe strength has cancelled. The direct part by itself has area

∫ T_LR dE = 2πΓ_LΓ_R/Γ,

which falls as the probe is strengthened. The returned electrons supply the difference.

The cancellation reflects the fact that the level is one state. A scattering state arriving in lead j contributes |c_j|² to the weight of the level. Per unit energy there are (1/2π)dk/dE = 1/(4πt) such states, with dk/dE = 1/(2t) at the band centre. From part 3,

|c_j|² = 4v_j²/D = 2tΓ_j/D.

Summing over the three leads, the weight of the level per unit energy is

Σ_j |c_j|²/(4πt) = Γ/(2πD) = A(E)/(2π),

A(E) = Γ/(ε² + Γ²/4).

The integral of A/(2π) is 1: coupling spreads the level in energy but does not create or remove a state. The total transmission is

T_tot = (Γ_LΓ_R/Γ0) A(E).

Its prefactor contains the real contacts alone, and its energy dependence has a fixed area.

This argument also shows how the rule can fail. If the contact widths vary over the line, the prefactor varies with energy, and a broader A(E) samples different values of it. If the probe also changes the contact couplings, the prefactor changes. A measurement over a finite energy window loses part of the wings. An arbitrarily strong probe is outside the model, because the line would become as broad as the band.

A numerical solution of the chain equations keeps the finite band. For Γ_L = 1.5 meV, Γ_R = 0.6 meV and t = 5000 meV, the area rule gives 2.69 meV. The numerical sum over the band also gives 2.69 meV, both for a practically absent probe (Γ_φ = 10⁻⁶ meV) and for Γ_φ = 8 meV. The probe changes the width by a factor of almost five and leaves the area unchanged to this accuracy.

## Second half: bias, averaging and a double-barrier diode

### 10. Symbols and results carried over

The contacts have widths Γ_L and Γ_R, with sum Γ0. The probe has width Γ_φ, and Γ = Γ0 + Γ_φ. The offset from the level is ε = E − E0, and D = ε² + Γ²/4. For different leads T_ij = Γ_iΓ_j/D. If the probe current vanishes at each energy,

T_tot = (Γ_LΓ_R/Γ0) Γ/D.

The peak is 4Γ_LΓ_R/(Γ0Γ), the full width at half maximum is Γ, and the area is 2πΓ_LΓ_R/Γ0. The direct share is Γ0/Γ. These results assume non-interacting electrons and constant widths.

### 11. The same line from static disorder

The broadened line has a second reading. Let

L_w(x) = (w/2π)/(x² + w²/4)

be a Lorentzian of unit area and full width w. It is the Fourier integral of a decaying exponential:

(1/2π) ∫ exp(−w|s|/2) exp(−ixs) ds

= (1/2π)[1/(w/2 + ix) + 1/(w/2 − ix)]

= (1/2π) w/(x² + w²/4) = L_w(x).

Averaging a line L_u over shifts distributed as L_w is a convolution. It multiplies the two Fourier factors:

exp(−u|s|/2) exp(−w|s|/2) = exp(−(u + w)|s|/2).

The result is L_(u+w), so the widths add. The coherent transmission is (2πΓ_LΓ_R/Γ0) L_Γ0(ε). Averaged over level positions with a Lorentzian spread of full width Γ_φ, it becomes

(2πΓ_LΓ_R/Γ0) L_Γ(ε) = T_tot(ε).

Shifting a line does not change its area, and neither does averaging shifted lines. The average line alone therefore cannot tell the probe from this type of static disorder. The processes do differ: with static disorder each electron crosses coherently, whereas with the probe the direct share is Γ0/Γ.

### 12. A probe with a Fermi distribution

A real voltage probe is a reservoir with one chemical potential μ_φ. It draws no total current, but may take electrons in at one energy and return them at another. The requirement is therefore

∫ (Γ_φ/D)[Γ_L(f_L − f_φ) + Γ_R(f_R − f_φ)] dE = 0,

where f_φ is now a Fermi function. Write ⟨f⟩ = ∫ f/D dE. Since the widths are constants,

⟨f_φ⟩ = (Γ_L⟨f_L⟩ + Γ_R⟨f_R⟩)/Γ0.

A solution μ_φ exists and is unique, because ⟨f_φ⟩ rises continuously with μ_φ from zero to its full value and the right side lies between these limits. The left current is

I_L = (2e/h) Γ_L[Γ_R(⟨f_L⟩ − ⟨f_R⟩) + Γ_φ(⟨f_L⟩ − ⟨f_φ⟩)].

From the probe condition,

⟨f_L⟩ − ⟨f_φ⟩ = (Γ_R/Γ0)(⟨f_L⟩ − ⟨f_R⟩).

Therefore

I_L = (2e/h)(Γ_LΓ_RΓ/Γ0)(⟨f_L⟩ − ⟨f_R⟩)

= (2e/h) ∫ T_tot(f_L − f_R) dE.

The two kinds of probe give the same net current at any bias and temperature in this model, although the energy distributions inside the probe differ. The step that makes this work is the common factor 1/D in all the transmissions.

For a numerical case take Γ_L = 1.810 meV, Γ_R = 0.493 meV, Γ_φ = 4 meV and a temperature of 300 K. Place the contact chemical potentials 30 meV above and 50 meV below the level. The Fermi probe settles 13.25 meV above the level. Its current integral, which is the current divided by 2e/h, is 1.470 meV, and the integral of T_tot(f_L − f_R) gives the same value.

The result needs a constant ratio Γ_L/Γ_R. As a counterexample, multiply Γ_L by 1/[1 + exp(−ε/5 meV)], which closes the left contact below the level, and leave the other settings unchanged. The Fermi probe then gives 6.8% more current than the energy-resolved probe. The phrase "voltage probe" is then no longer enough to specify the answer.

For constant contact widths, the probe lowers the peak and broadens the line by inverse factors, so the area is unchanged, and an energy-resolved probe and a Fermi probe give the same net current. It remains to find which measurements see the peak and which the area, and to compare the formula with a layered double-barrier diode.

Numbers in the example were calculated in double precision.
